Relaxation energy of localized and delocalized core holes

A molecule contains n symmetry-equivalent atoms, each with a 1s core orbital. One core electron is removed. The hole may be placed on one atom, or in a symmetry-adapted orbital spread over all n atoms. The problem is to find how much energy the remaining electrons release in each case when they adjust to the hole.

The neutral molecule is described by a closed-shell Hartree-Fock determinant with energy E₀ and Fock matrix F. Orbitals are real, nuclei are fixed, relativity is neglected, and the removed electron has spin α. Atomic units are used in the derivation and electronvolts for most numerical results. The orthonormal orbitals χ_A, one per atom, are localized combinations of the occupied core orbitals. A delocalized hole with equal weights occupies

c = n^(−1/2) Σ_A s_A χ_A, s_A = ±1.

Let E_fr be the energy after the electron is removed with all other orbitals unchanged, and E_rel the energy after they relax. The relaxation energy is

R = E_fr − E_rel.

The hole orbital itself is held fixed during relaxation. This prevents another electron from falling into the hole. A numerical check accompanies the text.

**(a) Find the frozen-orbital ionization energy for a hole in c and for a hole in χ_A. Does delocalization matter at this stage?**

Solution. The determinant energy is

E₀ = E_nuc + Σ_i h_ii + ½ Σ_ij [J_ij − δ(σ_i,σ_j) K_ij],

where i and j run over occupied spin orbitals, J_ij = (ii|jj), K_ij = (ij|ij), and the delta restricts exchange to equal spins. A rotation among occupied α orbitals leaves the determinant unchanged apart from a sign, so either c or χ_A may be taken as one of them.

Collect the terms containing a chosen orbital x. It appears once in the first sum and twice in the double sum, as i and as j. The factor ½ cancels this doubling:

h_xx + Σ_(j≠x) [J_xj − δ(σ_x,σ_j) K_xj] = F_xx.

The term j = x may be included in F_xx because J_xx − K_xx = 0. Removing the electron removes these terms, so

E_fr − E₀ = −F_xx.

For x = χ_A this is −F_AA. For x = c,

F_cc = (1/n) Σ_AB s_A s_B F_AB
     = F_AA + (1/n) Σ_(A≠B) s_A s_B F_AB,

since all F_AA are equal. The two frozen energies differ by the small coupling F_AB between cores on different atoms. A large difference between localized and delocalized holes must therefore come from relaxation.

**(b) In Snyder's model, each remaining electron is hydrogenic and sees an effective nuclear charge Z. A hole of charge q raises this charge by qΔ. Find the relaxation energy as a function of q.**

Solution. Let the electron be in shell ν, in a hydrogenic orbital belonging to a trial charge ζ. In its own Coulomb field, −ζ/r, its energy is −ζ²/(2ν²). The virial theorem divides this into

⟨T⟩ = ζ²/(2ν²),
−ζ⟨1/r⟩ = −ζ²/ν².

The second line gives ⟨1/r⟩ = ζ/ν². In the field of charge Z the same orbital has energy

e(ζ; Z) = ζ²/(2ν²) − Zζ/ν²
        = [(ζ − Z)² − Z²]/(2ν²).

The minimum is at ζ = Z. After the hole is made, Z is replaced by Z + qΔ. The frozen orbital still has ζ = Z, whereas the relaxed one has ζ = Z + qΔ. The energy released is

e(Z; Z + qΔ) − e(Z + qΔ; Z + qΔ) = (qΔ)²/(2ν²).

The model treats the electrons independently, so their contributions add:

R(q) = q² Σ_i Δ_i²/(2ν_i²).

One factor of q comes from the strength of the disturbance and the other from the size of the response. Half a hole on an atom therefore releases one quarter of the energy released by a whole hole.

For nitrogen, Slater's screening rules give Δ = 0.30 for the other 1s electron and Δ = 0.85 for each of five valence electrons:

R(1) = 0.30²/2 + 5 × 0.85²/8 = 0.045 + 0.452 = 0.497 hartree,

or 13.5 eV. This is an estimate of scale for one atom.

**(c) In a molecule the electrons interact, and a hole on one atom can disturb another. Place hole charges q_A in the orbitals χ_A. Find R to second order in these charges.**

Solution. Hold all α core orbitals fixed and let κ be a vector of parameters that rotate the other occupied orbitals into empty ones. Let P be the neutral density matrix, D_A that of one α electron in χ_A, and δ(κ) the change caused by the rotations. The ionized density matrix is P − D + δ, with D = Σ_A q_A D_A.

The Hartree-Fock energy is a quadratic function of the density matrix. For any change X,

E[P + X] = E₀ + F·X + ½ W(X,X).

Here F·X denotes the trace with the Fock matrix, and W is the symmetric bilinear form containing Coulomb repulsion and same-spin exchange. Setting X = −D + δ gives

E = [E₀ − F·D + ½ W(D,D)]
    + [F·δ + ½ W(δ,δ)] − W(D,δ).

The first bracket does not depend on κ and is E_fr. The second is the energy change that the same rotations would cause in the neutral molecule. The neutral determinant is stationary, so this bracket has no linear term:

F·δ + ½ W(δ,δ) = ½ κ·Hκ + O(κ³).

H is the matrix of second derivatives, assumed positive definite. The last term is linear in the hole charges. To first order in κ, write W(D_A,δ) = g_A·κ. Then

E = E_fr − Σ_A q_A g_A·κ + ½ κ·Hκ + O(qκ²) + O(κ³).

Setting the derivative of the retained terms to zero gives

Hκ = Σ_A q_A g_A, so κ = H⁻¹ Σ_A q_A g_A.

At this point the linear term is −κ·Hκ and the quadratic term is +½ κ·Hκ. Their sum is −½ κ·Hκ, and hence

R = Σ_AB K_AB q_A q_B, K_AB = ½ g_A·H⁻¹g_B.

Since κ is of order q, the neglected terms are of order q³. The quadratic law of part (b) thus appears as the leading response of the mean field. The diagonal coefficient K_AA describes the second-order response to a hole on A of all orbitals that are free to relax, including those on other atoms. The coefficient K_AB with A ≠ B describes how the responses to holes on two atoms combine.

**(d) Find the relaxation energy of the delocalized hole, and state when it takes a simple form.**

Solution. The density matrix of an electron in c is

D_c = (1/n) Σ_A D_A + (1/n) Σ_(A≠B) s_A s_B χ_Aχ_Bᵀ.

The first sum places a charge 1/n on each atom. The second affects relaxation through W in two ways. Its Coulomb part contains the product χ_A(r)χ_B(r), which is very small because the cores barely overlap in space. Its exchange part contains integrals (pχ_A|χ_B r), where p and r are α orbitals outside the core set. Orthogonality makes the total charge of each distribution, pχ_A and χ_B r, equal to zero. At large separation their leading interaction is therefore between dipoles and falls as the inverse cube of the distance. Both parts are neglected here.

With q_A = 1/n for every atom, part (c) gives

R_del = (1/n²) Σ_AB K_AB.

The n diagonal terms are equal. By symmetry, each atom also has the same sum of couplings to the others. Therefore

R_del = (1/n²) [n K_AA + n Σ_(B≠A) K_AB]
      = (1/n) [K_AA + Σ_(B≠A) K_AB].

A hole localized on A has q_A = 1 and no charge elsewhere, so R_loc = K_AA in the quadratic model. If the atoms also relax independently, K_AB = 0 for A ≠ B, and

R_del = R_loc/n.

Each atom releases R_loc/n², and there are n atoms. The delocalized hole then recovers one n-th of the localized relaxation energy. The conditions are a quadratic response, negligible cross terms between cores, independent atoms and equal weights.

The last condition can fail within a degenerate set. If the weights are w_A, with Σ_A w_A = 1, independent atoms give

R = R_loc Σ_A w_A².

For three atoms in a triangle, the orbital (2χ₁ − χ₂ − χ₃)/√6 has weights 2/3, 1/6 and 1/6. The sum of squares is 4/9 + 1/36 + 1/36 = 1/2, so this orbital recovers one half of R_loc rather than one third.

**(e) Parallel hydrogen fluoride molecules (bond length 0.92 angstrom, uncontracted 6-31G basis on F and 6-31G on H) are placed on a ring of radius 20 angstrom. For a whole F 1s hole on one molecule, R_loc = 21.92 eV. With the hole spread over n = 2, 3 and 4 molecules, and all α F 1s orbitals held fixed as in part (c), R_del = 10.93, 7.27 and 5.45 eV. Compare with part (d) and find the origin of any deviation.**

Solution. The ratios R_del/R_loc, from the unrounded energies, are

n = 2: 0.4984,
n = 3: 0.3317,
n = 4: 0.2485.

They lie below 1/n by 0.3 to 0.6 percent of 1/n. Two causes are possible: interaction between the molecules, or terms beyond q² in the response of each molecule. A separate calculation decides between them. A single molecule with a fractional hole q = 1/n has relaxation energy R(1/n), and n R(1/n) is 10.927, 7.271 and 5.448 eV. These values agree with R_del to all printed digits. The molecules therefore relax independently to this accuracy, and the deviation comes from the departure of R(q) from a pure square within one molecule. Neither the size nor the sign of this small departure is converged in the basis. With uncontracted cc-pVTZ on F and cc-pVDZ on H, R_loc rises to 22.45 eV, and for a single molecule n R(1/n)/R_loc lies above 1/n, by 0.15 percent for n = 2 and 0.10 percent for n = 4.

**(f) For N₂ at a bond length of 1.10 angstrom, Hartree-Fock calculations in an uncontracted cc-pVDZ basis give these energies in eV, where the gerade and ungerade determinants are the solutions that keep the symmetry of the molecule:**

gerade hole: frozen 426.80, relaxed 419.51
ungerade hole: frozen 426.70, relaxed 419.40
localized hole: frozen 426.75, relaxed 409.71

**Small hole charges of 0.05 give K_AA = 15.92 eV and K_AB = −1.10 eV. How well does the one-half law hold, and what causes the deviation?**

Solution. The frozen energies differ by at most 0.1 eV, in line with part (a). The relaxation energies are

gerade: 426.80 − 419.51 = 7.29 eV,
ungerade: 426.70 − 419.40 = 7.30 eV,
localized: 426.75 − 409.71 = 17.04 eV.

The mean delocalized value is 7.30 eV, which is 0.428 of R_loc. The one-half law predicts 17.04/2 = 8.52 eV, too high by 1.22 eV. The corrected formula gives

½ (K_AA + K_AB) = ½ (15.92 − 1.10) = 7.41 eV,

which is 0.11 eV above the mean delocalized result. The coefficients come from finite charges and differ by less than 0.02 eV from their zero-charge limits, so the last digit of the breakdown below is uncertain. The total deviation can now be divided:

½ (R_loc − K_AA) = ½ (17.04 − 15.92) = 0.56 eV,
−½ K_AB = 0.55 eV,
7.41 − 7.30 = 0.11 eV.

The first part contains the terms beyond q² for a whole localized hole, together with the relaxation of the α core orbital on the other atom, which is fixed in K_AA but free in R_loc; fixing that orbital lowers R_loc by only 0.001 eV, so this part is almost entirely the terms beyond q². The second is the coupling between the atoms. In this basis these two parts are almost equal. The third collects what remains: higher-order terms for the delocalized hole, the neglected cross terms of part (d), and the relaxation of the other α core orbital. That orbital was fixed when the coefficients were found but free in the whole-hole calculations. It contributes 0.007 eV for the gerade hole, and the cross terms shift the quadratic value by about −0.01 eV for the gerade and +0.01 eV for the ungerade hole, cancelling in the mean; the third part is therefore also mostly higher-order terms.

These numbers are not converged in the basis. In uncontracted cc-pVTZ, R_loc is 17.32 eV, the gerade relaxation energy is 7.51 eV (0.434 of R_loc), and the localized ionization energy is 409.37 eV. The zero-charge coefficients move from K_AA = 15.93 and K_AB = −1.09 eV to 16.30 and −0.82 eV, and the three parts become about 0.51, 0.41 and 0.2 eV. The signs are unchanged and the delocalized hole still recovers less than half.

The role of K_AB becomes clearer if a localized hole is divided into an even and an odd charge pattern:

(1, 0) = (½, ½) + (½, −½).

Reflection exchanges the atoms, so even and odd responses do not mix at second order. Their contributions to R are

even: ½ (K_AA + K_AB) = 7.41 eV,
odd: ½ (K_AA − K_AB) = 8.51 eV.

Their sum is K_AA. The delocalized hole has the even charge pattern and loses the odd contribution. Independent atoms would make the two contributions equal. In N₂ the odd one is larger, so the delocalized hole recovers less than half.

A net transfer of electrons from one atom to the other is odd under reflection, and so is available to the localized hole but not to the delocalized one. The calculation shows an odd polarization, although it does not separate transfer between the atoms from polarization within each atom: relaxation displaces the electrons toward the localized hole by a summed distance of 1.21 bohr, while the displacement for the symmetric gerade determinant is zero. With its hole orbital held fixed, that determinant is a stationary solution but not the lowest one: a solution that breaks the symmetry lies about 0.1 eV lower (the same holds for the ungerade hole), which is small beside the gap of nearly 10 eV discussed in part (g). It is plausible that the odd polarization found for the localized hole makes K_AB negative, but its contribution to K_AB was not calculated separately.

**(g) How far does the delocalized determinant lie above the localized one? Does this mean that the true ionized state must break the symmetry of the molecule?**

Solution. Neglecting the small difference between the frozen energies,

E_del − E_loc = (E_fr − R_del) − (E_fr − R_loc)
              = R_loc − R_del.

For independent atoms in the quadratic model this equals (1 − 1/n) R_loc. It vanishes for n = 1 and approaches the whole of R_loc for large n, where the hole charge on each atom becomes too small to cause appreciable relaxation. For N₂ the calculated difference, using the mean of the gerade and ungerade energies, is 9.74 eV.

The difference does not show that the true state breaks symmetry. A single determinant has one set of relaxed orbitals. When its hole is delocalized, these orbitals respond to the average hole charge, 1/n per atom. They cannot be adjusted to a whole hole on the left and, in another part of the same wave function, to a whole hole on the right.

A sum of determinants can do this. Let Φ_L and Φ_R be the relaxed determinants with the hole on the left and on the right. They are mirror images and have the same energy E_loc. Let S be their overlap and V = ⟨Φ_L|H_el|Φ_R⟩, where H_el is the electronic Hamiltonian including the constant nuclear repulsion. The combinations Φ_L ± Φ_R have the symmetry of the molecule. Their squared norm is 2 ± 2S and their energy expectation value before normalization is 2E_loc ± 2V, so

E_± = (E_loc ± V)/(1 ± S).

Subtracting E_loc gives

E_± − E_loc = ±(V − S E_loc)/(1 ± S).

Since |S| < 1, both denominators are positive and the two shifts have opposite signs, unless both vanish. One symmetric combination therefore lies at or below E_loc. Symmetry is restored without giving up the localized relaxation energy.

For N₂ the two resulting ionization energies are 409.69 and 409.74 eV. They lie on either side of the localized value, 409.71 eV, and are separated by 0.05 eV. Both are almost 10 eV below the values from the single delocalized determinants. The loss found in part (d) is thus a property of one symmetry-adapted determinant with one mean field, not of a delocalized hole as such.

These energies are not predictions of measured values. They omit electron correlation beyond the two determinants, relativity and nuclear motion. They also use a finite basis and keep each hole orbital as it was in the neutral molecule. Because the nuclei are fixed, the calculation also does not decide whether vibrations localize the hole. It does show that the 9.74 eV gap between the single determinants is not the energy scale for that question: the electronic splitting between the two symmetry-restored states is 0.05 eV in this calculation. It stays at 0.05 eV in uncontracted cc-pVTZ and falls to 0.04 eV when the hole orbital is also allowed to relax.

Numbers as computed

```
SLATER-SCREENING ESTIMATE, NITROGEN 1s HOLE
screening change, 1s partner: 0.30; each valence electron: 0.85
number of valence electrons: 5
relaxation energy, whole hole: 0.4966 hartree = 13.51 eV
relaxation energy, half hole on each of 2 atoms: 6.76 eV
SEPARATED HYDROGEN FLUORIDE MOLECULES, F 1s HOLE
bond length: 0.92 angstrom; ring radius: 20.0 angstrom
R of whole hole on one molecule: 21.923 eV
R(q=0.10)/R(q=0.05): 4.0031
n=2: R_del = 10.927 eV; n*R(1/n) = 10.927 eV; R_del/R_loc = 0.4984
n=3: R_del = 7.271 eV; n*R(1/n) = 7.271 eV; R_del/R_loc = 0.3317
n=4: R_del = 5.448 eV; n*R(1/n) = 5.448 eV; R_del/R_loc = 0.2485
N2, HARTREE-FOCK, UNCONTRACTED cc-pVDZ
bond length: 1.10 angstrom; basis functions: 52
neutral energy: -108.955067 hartree
core orbital energies: -15.684525, -15.681088 hartree
gerade hole: frozen IE 426.798 eV; relaxed IE 419.508 eV; R 7.290 eV
ungerade hole: frozen IE 426.704 eV; relaxed IE 419.399 eV; R 7.305 eV
localized hole: frozen IE 426.751 eV; relaxed IE 409.713 eV; R 17.038 eV
R_loc: 0.62612 hartree; mean R_del: 0.26817 hartree
mean R_del: 7.297 eV; R_loc/2: 8.519 eV
mean R_del/R_loc: 0.4283
mean delocalized minus localized relaxed energy: 9.740 eV
small hole charge used for coefficients: 0.05
K_AA: 15.919 eV; K_AB: -1.095 eV
(K_AA+K_AB)/2: 7.412 eV
summed electron displacement toward localized hole: 1.2149 bohr
same displacement for gerade hole: 0.0000 bohr
overlap of localized-hole determinants: 1.083e-07
two-determinant IEs: 409.6875, 409.7389 eV
two-determinant splitting: 0.0514 eV
```
